Why the 1/L hydrodynamic error cancels in Green-Kubo conductivity

**Question.** In a periodic simulation cell of side L, hydrodynamic interactions between periodic images slow the diffusion of every ion by an amount proportional to 1/L. The Nernst-Einstein conductivity, built from these diffusion coefficients, inherits the error. Why does the Green-Kubo conductivity of the same neutral electrolyte escape it, and does neutrality alone guarantee the escape?

**Answer.** Near any given ion, the leading effect of the periodic boundary is a missing drift, shared by that ion and its neighbours. A shared drift changes how far each ion travels, but it carries no current if the charges that share it add up to zero. The Nernst-Einstein formula looks at ions one at a time and cannot see this compensation. The Green-Kubo formula contains all pairs and does. The compensating charge must, however, lie close by, where the drift really is shared. Neutrality of the cell as a whole does not ensure that; screening does.

**The two conductivities**

Take a cubic cell of volume V = L³ with conducting electrostatic boundary conditions and zero total momentum. The ions move without inertia in a solvent of viscosity η. The algebra is in atomic units, and σ is averaged over the three axes. The Green-Kubo integral of the current correlation equals the long-time growth of the squared charge displacement:

σ = lim ⟨|Σᵢ qᵢΔrᵢ|²⟩ / (6VkT t) = (1/(VkT)) Σᵢⱼ qᵢqⱼDᵢⱼ,

Dᵢⱼ = lim ⟨Δrᵢ·Δrⱼ⟩ / (6t).

The Nernst-Einstein value keeps the terms i = j and drops the rest.

**What a shared drift does**

Let μᵢⱼ be the mobility matrix: a force Fⱼ on ion j gives ion i the velocity μᵢⱼFⱼ. Add the same constant c to every element, self and pair alike. Two things change. Each ion acquires the extra velocity c ΣⱼFⱼ, which is zero when the ions exert forces only on one another. The thermal noise acquires a part W(t) common to all ions, with ⟨|W|²⟩ = 6kTc t. Relative positions, and hence all forces, are unaffected. Each displacement becomes Δrᵢ + W, with W independent of the rest, so that

Dᵢⱼ → Dᵢⱼ + kTc for every i and j,

σ → σ + (c/V) Σᵢⱼ qᵢqⱼ = σ + cQ²/V, where Q = Σᵢqᵢ.

For negative c the argument is read backwards, from the new system to the old, as long as the mobility matrix stays positive. Nothing was assumed about the strength of the interionic forces.

A small case shows this with interactions present. Two ions on a ring attract each other with energy −cos(x₁−x₂), in units where kT and the bare mobility are 1. The long-time transport coefficient of q₁x₁+q₂x₂ is about 1.25 for charges +1 and −1, against 2 for free ions, so the attraction matters. (The program works with a finite step, which makes its printed value too low by about 0.0007.) Adding c = −0.2 changes the coefficient of a single ion by −0.2, that of the neutral pair by 0, and that of charges 1 and 2 by −1.8 = −0.2·3². If an external potential cos x₁ also holds the first ion, the forces no longer sum to zero, and the neutral result changes by −0.049. Forces from fixed obstacles can therefore spoil the cancellation.

**The drift that a periodic cell removes**

A point force F in a periodic viscous fluid must be balanced by a uniform force −F/V, or the fluid would accelerate without end. The steady flow obeys

−∇p + η∇²u + Fδ(r) − F/V = 0, ∇·u = 0.

In Fourier space the pressure removes the part of F along k, and the mode k = 0 is absent because the total momentum is zero:

u(r) = (1/(ηV)) Σ_{k≠0} e^{ik·r} (F − k̂(k̂·F)) / k².

The average over axes needs one third of the trace of this tensor. The projector has trace 2, so the averaged mobility is

M_L(r) = (2/(3η)) g_L(r), g_L(r) = (1/V) Σ_{k≠0} e^{ik·r}/k².

In an infinite fluid g is 1/(4πr). The difference h = g_L − 1/(4πr) is finite at r = 0. Since ∇²g_L = −δ(r) + 1/V, it satisfies ∇²h = 1/V, and cubic symmetry then fixes the quadratic term:

h(r) = −ξ/(4πL) + r²/(6L³) + …, ξ = 2.837297.

The constant ξ is the difference between the lattice sum and the corresponding integral. For L = 1 the values of h at r = 0 and r = 0.05 are −0.225785 and −0.225367; they differ by 0.00042, as r²/6 requires. Multiplying by 2/(3η) gives

M_L − M_∞ = −ξ/(6πηL) + r²/(9ηL³) + …

The first term does not depend on r. It is the same for an ion acting on itself and for an ion acting on a near neighbour: this is the missing shared drift, c = −ξ/(6πηL).

The self part lowers each diffusion coefficient by ξkT/(6πηL). With G = Σᵢqᵢ²/V,

Δσ_NE = −ξG/(6πηL).

All terms have the same sign, so nothing cancels.

**Why neutrality is not enough**

For pairs separated by a distance comparable with L the shift is not constant, and the factor Q² cannot be used. One has to ask where the compensating charge sits. Apply a field E. Before the ion arrangement responds, ion j feels the force qⱼE, and the hydrodynamic part of the conductivity is

σ_hyd = (1/V) Σᵢⱼ qᵢqⱼ⟨M_L(rᵢ−rⱼ)⟩ = (2G/(3η)) (1/V) Σ_{k≠0} S(k)/k²,

S(k) = ⟨|Σᵢ qᵢe^{ik·rᵢ}|²⟩ / Σᵢqᵢ².

For point ions the self term diverges at large k; a finite ion size cures this, and the difference between cell and infinite system is finite anyway. If S(k) is the same function in both,

Δσ_hyd = (2G/(3η)) [ (1/V) Σ_{k≠0} S/k² − ∫ d³k/(2π)³ S/k² ].

Suppose first that the ions are placed independently at random in a neutral cell. Then S = 1 at every allowed k ≠ 0, the bracket is −ξ/(4πL), and Green-Kubo has the entire Nernst-Einstein error although Q = 0. In real space, the partner charge is spread over the whole cell, and the average of M_L over the cell is zero because its k = 0 mode is missing. The pair terms then have nothing with which to compensate the self terms.

**How screening removes the 1/L term**

In a weakly coupled electrolyte, a charge fluctuation ρ_k costs entropy and electrostatic energy. Divided by kT, the cost for the pair of modes ±k is

|ρ_k|²/(VG) + 4π|ρ_k|²/(εkTVk²) = (|ρ_k|²/(VG)) (1 + κ²/k²),

with κ² = 4πG/(εkT), where ε is the relative permittivity of the solvent and 1/κ the Debye length. The Gaussian average gives ⟨|ρ_k|²⟩ = VG/(1+κ²/k²), hence

S(k) = k²/(k²+κ²), S(k)/k² = 1/(k²+κ²).

The singularity at k = 0 has gone. If the k = 0 term were included, Poisson summation would turn the sum into screened potentials of the periodic images:

(1/V) Σ_{all k} 1/(k²+κ²) = Σ_n e^{−κ|n|L}/(4π|n|L).

Here n runs over integer vectors, and the term n = 0 stands for the infinite-system integral, with the same short-distance divergence on both sides. Call the sum over n ≠ 0 Y(κ). Removing the term k = 0, which is 1/(κ²V), leaves

Δσ_hyd = (2G/(3η)) [ Y(κ) − 1/(κ²L³) ].

When κL is large, Y is exponentially small. Inserting κ² gives

Δσ_hyd ≈ −εkT/(6πηL³).

At this order the error does not depend on the salt concentration. The 1/L term has been cancelled by the pairs: taken alone, their bracket is +ξ/(4πL) + Y − 1/(κ²L³), against −ξ/(4πL) from the self terms.

The ratio of this error to the Nernst-Einstein error tends to 4π/(ξκ²L²) for large κL. For small κL the allowed wavevectors all have S close to 1, while the integral is lowered by κ/(4π), so the ratio is about 1 − κL/ξ. The full formula gives 0.965, 0.69, 0.16 and 0.044 at κL = 0.1, 1, 5 and 10. The cancellation is thus a gradual consequence of fitting many Debye lengths into the cell.

The small-k form reaches beyond weak coupling. An external charge ρ_ext creates the potential 4πρ_ext/(εk²), and linear response gives the induced charge −(GS/kT)·4πρ_ext/(εk²). Perfect screening requires this to be −ρ_ext as k → 0, so S → k²/κ². If S/k² is smooth at the origin, this static hydrodynamic term again has no 1/L part. Its L⁻³ coefficient keeps the value above only if S is also the same in the cell and in the infinite system to order 1/N. Beyond weak coupling it is not: fixing the number of ions already changes S at that order, and with it the coefficient, by a relative amount of order l_Bκ, where l_B = 1/(εkT).

Sampling of interacting ions shows the contrast. For 200 ions with charge smearing 0.1L and κ²L² = 160, S at the smallest wavevector is 0.264, with a sampling scatter of about 0.007; the weak-coupling formula, with κ² reduced by the smearing, gives 0.268. For neutral but uncorrelated ions it is 1.004, equal to 1 within a scatter of about 0.01.

**The error that remains from relaxation**

The field also distorts the ion arrangement, which then pulls back on the ions. To find the size error of this effect, take N ions of charge ±1 with equal diffusivity D. Let c_k and n_k be the Fourier components of charge and number, and f = E/kT. To linear order in the fluctuations,

dc_k/dt = −D(k²+κ²)c_k − iD(k·f)n_k + noise,

dn_k/dt = −Dk²n_k − iD(k·f)c_k + noise.

The two noises are independent. Without the field, ⟨|n_k|²⟩ = N and ⟨|c_k|²⟩ = Nk²/(k²+κ²). In the steady state, to first order in f, the correlation X = ⟨c_k n_k*⟩ satisfies

0 = −(2k²+κ²)X − i(k·f)(⟨|n_k|²⟩ − ⟨|c_k|²⟩),

X = −i(k·f) Nκ² / [(k²+κ²)(2k²+κ²)].

The internal field divided by kT is −ik4πl_B c_k/k², where l_B = 1/(εkT) is the Bjerrum length. Multiplying by n_k*, summing over k, averaging over axes and dividing by the direct response Nf gives, relative to the bare conductivity σ₀ = GD/kT,

δσ_rel/σ₀ = −(4πl_B/3)(1/V) Σ_{k≠0} κ²/[(k²+κ²)(2k²+κ²)].

The summand equals 1/(k²+κ²/2) − 1/(k²+κ²). In the infinite system its integral is (κ−κ/√2)/(4π), so the relaxation loss is (l_Bκ/3)(1−1/√2). In the cell the missing k = 0 term is 1/κ². Since κ² = 4πl_BN/V, the size error is

Δσ_rel/σ₀ = +1/(3N) − (4πl_B/3)[Y(κ/√2) − Y(κ)].

This too has no 1/L term once κL is large, and its sign is opposite to that of the hydrodynamic remainder.

**Numbers for a dilute electrolyte**

Consider a symmetric 1:1 salt at 0.1 mol/L and 298 K (kT = 0.0257 eV), with ε = 78, η = 0.9 mPa s and D = 1.6·10⁻⁵ cm²/s for both ions. The Debye length is 9.59 Å, the Bjerrum length 7.19 Å, and the Stokes radius a = kT/(6πηD) is 1.516 Å. The bare conductivity is σ₀ = 1.202 S/m.

Because σ₀ = G/(6πηa), the Nernst-Einstein error relative to σ₀ is −ξa/L. For L = 60 Å this is −2.837·1.516/60 = −7.2 %, or −0.086 S/m, so the cell gives 1.116 S/m.

In the infinite system, the hydrodynamic pair terms take away σ₀κa = 0.190 S/m and relaxation takes away 0.088 S/m. The Green-Kubo limit is therefore 1.202 − 0.190 − 0.088 = 0.924 S/m. In the 60 Å cell the value is 0.9265 S/m. Its hydrodynamic error of −0.0094 and relaxation error of +0.0116 add up to +0.0023 S/m, or 0.25 % of the limit. In S/cm, the two cell values are 0.01116 (Nernst-Einstein) and 0.009265 (Green-Kubo).

With concentration and all other parameters fixed, the errors vary with cell size as follows. Percentages refer to each method's own infinite-cell value.

L = 40 Å: Nernst-Einstein −10.8 %, Green-Kubo −0.34 %
L = 60 Å: Nernst-Einstein −7.2 %, Green-Kubo +0.25 %
L = 80 Å: Nernst-Einstein −5.4 %, Green-Kubo +0.20 %
L = 120 Å: Nernst-Einstein −3.6 %, Green-Kubo +0.07 %

The first column falls as 1/L. The second changes sign, because it is a difference of two contributions. Without image terms their magnitudes have the ratio l_B/(3a) = 1.58, relaxation being the larger. At 40 Å, where κL is 4.2, the images cut the relaxation error from σ₀/(3N) = 0.052 to 0.024 S/m, and the hydrodynamic part, −0.027 S/m, wins. At this concentration that cell would hold only about 8 ions, too few for a theory of small fluctuations about a uniform density, so this entry shows the trend of the theory and no more.

The gap between the two methods is not a size error. As L grows, the Nernst-Einstein value rises towards 1.202 S/m, away from the Green-Kubo limit. A small cell brings the two closer for the wrong reason. The Nernst-Einstein values here use the bare D; the slowing of a single ion by its own atmosphere is left out and would lower them. In the same linear theory, with equal diffusivities, this slowing has the same mode sum as the relaxation loss above. Its size error, about +0.012 S/m at 60 Å, would change the Nernst-Einstein error there from −0.086 to about −0.075 S/m. The mode sum lets the tagged ion see all N ions, whereas it has only N − 1 partners; with 26 ions in the cell this moves the figure to about −0.073 S/m, a shift of the same order as the other neglected terms. It adds no 1/L term once κL is large.

**Beside a real solution**

These inputs are rough values typical of a dilute aqueous alkali halide, whose conductivity at this concentration is roughly 1 S/m. The comparison is one of scale, not a prediction for a particular salt. Weak coupling is a poor assumption here, since l_Bκ is 0.75. The product of the two relative losses, 0.158·0.073, suggests omitted cross terms of about 0.01 S/m in the limit itself, larger than the Green-Kubo size error at 60 Å. Treating the ions as points matters more. If two ion centres cannot come closer than d, linear screening theory replaces κ by κ/(1+κd) in the hydrodynamic pair loss. For d = 4 Å this loss falls from 0.190 to 0.134 S/m, which by itself would raise the Green-Kubo limit given above by about 0.06 S/m. The contact distance also changes the relaxation loss, and that change is not included in this estimate. Ion pairing is also left out. The finite ion radius matters little to the Nernst-Einstein error: spreading the force over a sphere multiplies the self summand by (sin ka/ka)² ≈ 1 − k²a²/3, and the missing k = 0 point then gives a correction of relative size 4πa²/(3ξL²), about 0.1 % of the 1/L error at 60 Å. Steady flow is a fair assumption there: with a solvent density of 1000 kg/m³, ions diffuse 0.0018 times as fast as momentum, so flow crosses the cell in about 0.0018·(κL)² = 0.07 of the time an ion needs to diffuse one Debye length.

For a neutral, mobile electrolyte with κL well above 1, the correction +ξG/(6πηL) therefore belongs to the Nernst-Einstein value, with η the viscosity of the simulated liquid. Added to the Green-Kubo value, it would introduce an error as large as the one it is meant to remove, with the opposite sign: 0.086 S/m in the 60 Å cell, where the theory above gives an error of only about 0.002 S/m. That remainder is a small difference of two terms near 0.01 S/m, so at this coupling the neglected correlations can change it by as much as its own value. Its size and sign are estimates. The absence of a 1/L term rests on firmer ground: for the static hydrodynamic part it needs only perfect screening and a smooth S/k², while for the relaxation part it was derived here for ions of charge ±1 with equal diffusivity. The numerical output below gives the separate contributions for each cell.

Computed values

```
xi, lattice constant: 2.837297 | from sum minus integral: 2.837297
near-pair Green shift at r=0.05 L (units 1/L): -0.225367 | at r=0: -0.225785
GK/NE hydrodynamic error ratio at kappa*L = 0.1: 0.9652
GK/NE hydrodynamic error ratio at kappa*L = 1: 0.6939
GK/NE hydrodynamic error ratio at kappa*L = 5: 0.1600
GK/NE hydrodynamic error ratio at kappa*L = 10: 0.0442
ring: common mobility added (reduced): -0.2
ring: neutral-pair transport before (reduced): 1.24701
ring: change, self (reduced): -0.200000
ring: change, neutral (reduced): -0.000000
ring: change, charged (reduced): -1.800000
ring: change, neutral but pinned (reduced): -0.04920
sampled ions: 200 | (kappa L)^2: 160.0 | smearing/L: 0.1
S at smallest k: sampled 0.264 | screening theory 0.268
S at smallest k, neutral uncorrelated ions: 1.004
temperature: 298.0 K | thermal energy: 0.02568 eV
salt concentration: 0.1 mol/L | relative permittivity: 78.0
viscosity: 0.90 mPa s | bare D: 1.60e-05 cm^2/s
Debye length: 9.587 angstrom
Bjerrum length: 7.189 angstrom
Stokes radius: 1.516 angstrom
bare (infinite-cell NE) conductivity: 1.2023 S/m
infinite-cell electrophoretic loss: 0.1901 S/m
infinite-cell relaxation loss: 0.0880 S/m
infinite-cell GK conductivity: 0.9242 S/m
L = 40 angstrom: kappa*L = 4.172, mean ion number = 7.7
  NE = 1.0731 S/m, error = -0.12927 S/m (-10.75 %)
  GK = 0.9211 S/m, error = -0.00314 S/m (-0.34 %)
  GK error parts: hydrodynamic -0.02737, relaxation 0.02422 S/m
L = 60 angstrom: kappa*L = 6.259, mean ion number = 26.0
  NE = 1.1161 S/m, error = -0.08618 S/m (-7.17 %)
  GK = 0.9265 S/m, error = 0.00228 S/m (0.25 %)
  GK error parts: hydrodynamic -0.00936, relaxation 0.01163 S/m
L = 80 angstrom: kappa*L = 8.345, mean ion number = 61.7
  NE = 1.1377 S/m, error = -0.06464 S/m (-5.38 %)
  GK = 0.9260 S/m, error = 0.00180 S/m (0.20 %)
  GK error parts: hydrodynamic -0.00408, relaxation 0.00588 S/m
L = 120 angstrom: kappa*L = 12.517, mean ion number = 208.1
  NE = 1.1592 S/m, error = -0.04309 S/m (-3.58 %)
  GK = 0.9249 S/m, error = 0.00069 S/m (0.07 %)
  GK error parts: hydrodynamic -0.00122, relaxation 0.00190 S/m
main results at 60 angstrom in S/cm: NE 0.011161 | GK 0.009265
neglected: coupling Bjerrum/Debye length: 0.750
neglected: ion radius/Debye length: 0.158
neglected: radius term/NE 1/L error at 60 angstrom: 0.00094
neglected: ion/momentum diffusivity ratio (solvent 1000 kg/m^3): 0.00178
```
